# The Tsu–Esaki Tunnelling Current and Its Supply Function

A thin dielectric occupies $0<x<d$ between two electrodes. All layers are uniform in the plane $\mathbf r=(y,z)$. The bands are parabolic, with mass $m_x(x)$ for motion along $x$ and mass $m_t(x)$ for motion in the plane. Both masses are constant within each layer. Energies are electron energies, measured from the left band bottom, and $e>0$. A bias $V>0$ lowers the right electrode: its band bottom lies at $-eV$ and its chemical potential at $\mu-eV$, where $\mu$ is the left chemical potential. The temperature is $\Theta$, and $\tau=k_B\Theta$ is used for short. $J$ is counted positive when electrons pass from left to right, so the conventional current points the other way.

Transport is taken to be coherent and elastic, in a fixed mean potential $U(x)$. Each electrode is a reservoir that fills the states incident from it with its own Fermi distribution,
$$f_L(E)=\frac1{1+e^{(E-\mu)/\tau}},\qquad f_R(E)=\frac1{1+e^{(E-\mu+eV)/\tau}} .$$

## (a) Separate the transverse motion. When does the transmission depend on one energy alone?

**Solution.** The effective-mass equation is
$$-\frac{\hbar^2}{2}\frac{\partial}{\partial x}\left(\frac1{m_x}\frac{\partial\psi}{\partial x}\right)-\frac{\hbar^2}{2m_t(x)}\nabla_{\mathbf r}^2\psi+U(x)\psi=E\psi .$$
No coefficient depends on $\mathbf r$, so the transverse wavevector $\mathbf k$ is conserved and $\psi=e^{i\mathbf k\cdot\mathbf r}\chi(x)$. Since $\nabla_{\mathbf r}^2$ gives $-k^2$,
$$-\frac{\hbar^2}{2}\left(\frac{\chi'}{m_x}\right)'+\left[U(x)+\frac{\hbar^2k^2}{2m_t(x)}\right]\chi=E\chi. \tag{1}$$

The problem is now one-dimensional for each $\mathbf k$, but the bracket still contains $k$. In general the transmission is therefore a function $T(E,k)$ of two variables. If $m_t$ has the same value in both electrodes and in the barrier, the transverse term is a constant and can be moved to the right-hand side:
$$-\frac{\hbar^2}{2}\left(\frac{\chi'}{m_x}\right)'+U\chi=E_x\chi,\qquad E_x=E-E_t,\quad E_t=\frac{\hbar^2k^2}{2m_t}. \tag{2}$$
Then $T(E,k)=T(E_x)$. Conservation of $\mathbf k$ and parabolic electrodes do not secure this by themselves; the common transverse mass is a further condition. The normal mass $m_x$ may still change from layer to layer.

In-plane uniformity matters too. Take a lattice strip with unit hopping, six sites around its circumference and a barrier three sites long with site energy 1.5. At energy $-1.3$ the share of the transmission that changes the transverse mode is $10^{-16}$, which is rounding error. Lowering two neighbouring sites of the six in the middle column to 0.5 raises that share to 0.170.

## (b) Show that the transmission is the same from either side.

**Solution.** Keep $E$ and $\mathbf k$ fixed, and let $k_L,k_R$ be the normal wavenumbers in the electrodes, with velocities $v_{L,R}=\hbar k_{L,R}/m_x$. Suppose first that waves propagate on both sides. The solution incident from the left is
$$\chi_1=\begin{cases}e^{ik_Lx}+r\,e^{-ik_Lx}&x<0\\ t\,e^{ik_R(x-d)}&x>d,\end{cases}$$
and the one incident from the right is
$$\chi_2=\begin{cases}t'e^{-ik_Lx}&x<0\\ e^{-ik_R(x-d)}+r'e^{ik_R(x-d)}&x>d.\end{cases}$$

For any two solutions $a,b$ of (1), define $W[a,b]=(ab'-ba')/m_x$. Its derivative is $a(b'/m_x)'-b(a'/m_x)'$, because the terms $a'b'/m_x$ cancel. Equation (1) makes both remaining terms equal to the same function times $ab$, so $W'=0$. At an interface $\chi$ and $\chi'/m_x$ are continuous, hence $W$ is constant throughout.

The coefficients in (1) are real, so $\chi_1^*$ is also a solution. Evaluating $W[\chi_1^*,\chi_1]$ on the two sides gives
$$\frac{2i}{\hbar}v_L(1-|r|^2)=\frac{2i}{\hbar}v_R|t|^2 .$$
This is conservation of flux. The transmission from the left is the ratio of transmitted to incident flux, $T_{LR}=(v_R/v_L)|t|^2=1-|r|^2$. In the same way $T_{RL}=(v_L/v_R)|t'|^2=1-|r'|^2$.

Now evaluate $W[\chi_1,\chi_2]$. On the left the terms containing $r$ cancel and leave $-2iv_Lt'/\hbar$. On the right the terms containing $r'$ cancel and leave $-2iv_Rt/\hbar$. Therefore $v_Lt'=v_Rt$, and
$$T_{RL}=\frac{v_L}{v_R}\left(\frac{v_R}{v_L}\right)^2|t|^2=\frac{v_R}{v_L}|t|^2=T_{LR}\equiv T .$$

If a wave propagates on one side only, the decaying solution on the other side carries no flux. The incident wave is then totally reflected, and $T=0$. With a common $m_t$ and $V>0$ this happens for $-eV<E_x<0$: the right electrode has states there, but the left has none.

## (c) Sum over all states and write the current for a general $T(E,k)$.

**Solution.** Normalise an incident wave in a long length $\ell$ of electrode, so that its amplitude is $1/\sqrt\ell$ and allowed wavenumbers are $2\pi/\ell$ apart. A left-incident state carries the electron flux $v_LT/\ell$ to the right. The sum over normal wavenumbers becomes $\ell\int dk_L/2\pi$, and $\ell$ cancels. The transverse sum per unit area is $\int d^2k/(2\pi)^2$, and spin gives a factor 2:
$$J_L=2e\int\!\frac{d^2k}{(2\pi)^2}\int_0^\infty\!\frac{dk_L}{2\pi}\,v_L\,T\,f_L .$$
At fixed $\mathbf k$, $dE=(\hbar^2k_L/m_x)\,dk_L=\hbar v_L\,dk_L$. The velocity therefore cancels the normal density of states:
$$J_L=\frac{e}{\pi\hbar}\int\!\frac{d^2k}{(2\pi)^2}\int dE\;T(E,k)f_L(E).$$
A right-incident state carries the flux $v_RT/\ell$ to the left. The same steps apply with $dE=\hbar v_R\,dk_R$, and by (b) the same $T$ appears. The difference is
$$J=\frac{e}{\pi\hbar}\int\!\frac{d^2k}{(2\pi)^2}\int dE\;T(E,k)\,[f_L(E)-f_R(E)]. \tag{3}$$

No factor $1-f$ for an empty final state enters. The reflected and transmitted waves are parts of one scattering state, whose occupation is set by the reservoir it comes from. Equation (3) does not need a common transverse mass.

## (d) Assume a common transverse mass. Carry out the transverse integral and identify the supply function.

**Solution.** Since the integrand depends on $k$ only through $E_t$, use polar coordinates, $d^2k=2\pi k\,dk$. From $dE_t=\hbar^2k\,dk/m_t$,
$$\frac{d^2k}{(2\pi)^2}=\frac{k\,dk}{2\pi}=\frac{m_t}{2\pi\hbar^2}\,dE_t .$$
At fixed $E_t$ we have $dE=dE_x$. The factor $T(E_x)$ does not depend on $E_t$ and comes out of the transverse integral:
$$J=\frac{em_t}{2\pi^2\hbar^3}\int_0^\infty\!dE_x\,T(E_x)\int_0^\infty\!dE_t\,[f_L(E_x+E_t)-f_R(E_x+E_t)].$$

For the left electrode put $z=(E_x+E_t-\mu)/\tau$. Multiplying numerator and denominator of the Fermi function by $e^{-z}$ gives $f_L=e^{-z}/(1+e^{-z})$, which is $-\frac{d}{dz}\ln(1+e^{-z})$. With $dE_t=\tau\,dz$, the upper limit contributes $\ln1=0$, so
$$\int_0^\infty f_L\,dE_t=\tau\ln\left[1+e^{(\mu-E_x)/\tau}\right]\equiv F(\mu-E_x). \tag{4}$$
The right electrode gives $F(\mu-eV-E_x)$. Hence
$$J=\frac{em_t}{2\pi^2\hbar^3}\int_0^\infty dE_x\,T(E_x)\,N(E_x), \tag{5}$$
$$N(E_x)=\tau\ln\frac{1+e^{(\mu-E_x)/\tau}}{1+e^{(\mu-eV-E_x)/\tau}} . \tag{6}$$

This is the Tsu–Esaki formula. The lower limit is the higher of the two band bottoms; for $V<0$ it would be $-eV$. $N$ is an energy. The net supply function is $m_tN/(2\pi^2\hbar^3)$, the number of electrons offered to the barrier per unit area, time and normal energy, less the number offered from the other side. The barrier enters through $T$; the transverse states and the occupations enter through $N$ and $m_t$.

## (e) Examine low temperature, small bias, an open barrier and thermionic emission.

**Solution.** *Low temperature.* For $u>0$, $\ln(1+e^{u/\tau})=u/\tau+\ln(1+e^{-u/\tau})$. For either sign of $u$, therefore,
$$F(u)=\max(u,0)+\tau\ln(1+e^{-|u|/\tau}),$$
and the last term lies between 0 and $\tau\ln2$. As $\tau\to0$, $N$ equals $eV$ for $E_x<\mu-eV$, then falls linearly as $\mu-E_x$, and is zero above $\mu$. At finite temperature $N$ differs from this shape by the difference of two such terms, hence by at most $\tau\ln2$, which is 0.018 eV at 300 K.

*Small bias.* $N$ vanishes at $V=0$, so the change of $T$ with bias affects $J$ only at second order. Because $F'(u)=1/(1+e^{-u/\tau})$, the first-order term is $N\simeq eV f_L(E_x)$, and the conductance per area is
$$\frac{G}{A}=\frac{e^2m_t}{2\pi^2\hbar^3}\int_0^\infty dE_x\,T(E_x)f_L(E_x),\tag{7}$$
with $T$ taken at zero bias.

*Open barrier.* Put $T=1$ and $\mu\gg\tau$. The integral in (7) is $F(\mu)\simeq\mu$, so $G/A=e^2m_t\mu/(2\pi^2\hbar^3)$. This can be counted another way. The open channels are the transverse wavevectors with $k<k_F$, where $k_F^2=2m_t\mu/\hbar^2$. Their number per area is $\pi k_F^2/(2\pi)^2=m_t\mu/(2\pi\hbar^2)$. Multiplying by $2e^2/h=e^2/(\pi\hbar)$ per channel gives the same result. For $\mu=12$ eV and the free-electron mass, the formula gives $1.942\times10^{11}$ S/cm², and counting the channels of a periodic square of side 100 nm gives the same four digits.

*Thermionic emission.* Let $T=0$ below $\mu+w$ and $T=1$ above it, with $w\gg\tau$ and $eV\gg\tau$. Both exponentials in (6) are then small and the second is negligible, so $N\simeq\tau e^{(\mu-E_x)/\tau}$. The integral from $\mu+w$ upwards is $\tau^2e^{-w/\tau}$, and with $\hbar=h/2\pi$
$$J=\frac{4\pi em_tk_B^2}{h^3}\,\Theta^2e^{-w/k_B\Theta}.$$
This is Richardson's law. For the free-electron mass the constant is 120.17 A/(cm² K²).

## (f) Evaluate the current for a metal–oxide–metal junction.

Take $\mu=12$ eV, a barrier 2 eV above $\mu$ on the left, $d=1.5$ nm, $V=0.5$ V and 300 K. The barrier top falls linearly by $eV$ across the oxide. The normal mass is 0.4 in the oxide and 1 in the metals, and the transverse mass is 1 everywhere, in units of the free-electron mass.

**Solution.** The prefactor of (5) is $1.618\times10^{10}$ A/(cm² eV²). The transmission and the supply compete:

| $E_x-\mu$ (eV) | $T$ | $N$ (eV) | $TN$ (eV) |
|---|---|---|---|
| −1.00 | 3.77e−7 | 0.500 | 1.89e−7 |
| −0.50 | 1.63e−6 | 0.482 | 7.88e−7 |
| −0.25 | 3.57e−6 | 0.250 | 8.92e−7 |
| 0.00 | 8.10e−6 | 0.018 | 1.45e−7 |

The full integral gives $J=1.07\times10^4$ A/cm², or 107 µA/µm². The explicit sum over the transverse wavevectors of a periodic square of side 20 nm, with separate normal integrals for the two electrodes, agrees to all five printed digits. So does a shallow case in which the band bottom matters: $\mu=0.3$ eV, a barrier 1 eV above $\mu$, 1 nm and 0.2 V give $8.20\times10^5$ A/cm² by both routes.

A hand estimate shows where the number comes from. Near $\mu$ write $T\simeq T_\mu e^{c(E_x-\mu)}$. The rows at −0.50 and −0.25 eV, with one more digit of $T$ than the table shows, give $c=\ln(3.569/1.634)/0.25\simeq3.125$ eV⁻¹. Extend the lower limit to $-\infty$, which costs little because $T$ decays downwards, and integrate by parts twice. The boundary terms vanish for $c\tau<1$, leaving
$$\int e^{c(E_x-\mu)}N\,dE_x=\frac1{c^2}\int e^{c(E_x-\mu)}\frac{d^2N}{dE_x^2}\,dE_x .$$
From (4), $dF/dE_x=-f$, so $d^2N/dE_x^2=-f_L'+f_R'$. At low temperature $-f_L'$ and $-f_R'$ are unit peaks at $\mu$ and $\mu-eV$. Therefore
$$\int TN\,dE_x\simeq T_\mu\frac{1-e^{-ceV}}{c^2}=8.10\times10^{-6}\times\frac{0.790}{9.77}=6.55\times10^{-7}\ \text{eV}^2 .$$
Multiplication by the prefactor gives $1.06\times10^4$ A/cm², within 1 per cent of the full integral. The slope $c$ is not really constant, so part of this agreement is luck.

The same picture locates the maximum of $TN$. On the sloping part of $N$, setting the derivative of $(\mu-E_x)e^{cE_x}$ to zero gives $\mu-E_x=1/c=0.32$ eV; the computed maximum also lies 0.32 eV below $\mu$.

It also explains the weak temperature dependence. The peak $-f'$ is symmetric with variance $\pi^2\tau^2/3$, so averaging the exponential over it multiplies the current by $1+(\pi c\tau)^2/6$ to leading order. With $\tau=0.02585$ eV at 300 K this is 1.011, and at 400 K it is 1.019. Their ratio, 1.008, may be compared with the computed increase of 0.9 per cent at fixed barrier.

At small bias (7) gives $G/A=1.93\times10^4$ S/cm². The resistance–area product is the inverse, $5.19\times10^{-5}$ Ω cm², or $5.2\times10^3$ Ω µm². At 0.5 V the linear law would give $9.64\times10^3$ A/cm², so the computed current is 11 per cent above it.

## (g) What changes if the oxide mass is isotropic, and how far can the number be trusted?

**Solution.** Let the barrier have mass $m_b$ in all directions and the electrodes mass $m$. In the barrier, (1) contains $U+\hbar^2k^2/2m_b$. Written at fixed $E_x=E-\hbar^2k^2/2m$, the barrier is raised by
$$\frac{\hbar^2k^2}{2m_b}-\frac{\hbar^2k^2}{2m}=E_t\left(\frac m{m_b}-1\right).$$
For $m_b<m$, electrons with large transverse momentum are suppressed more strongly than (5) assumes.

The size follows in the exponential approximation, $T\simeq\exp(-2\int\kappa\,dx)$ with $\hbar^2\kappa^2/2m_b=U-E+\hbar^2k^2/2m_b$. Then $T=D(E-\hbar^2k^2/2m_b)$ for some function $D$. With the normal mass still $m_b$ but a common transverse mass $m$, the same function appears as $D(E-\hbar^2k^2/2m)$. For either mass $m_*$, the substitution $\varepsilon=\hbar^2k^2/2m_*$ gives
$$\int\frac{d^2k}{(2\pi)^2}D\left(E-\frac{\hbar^2k^2}{2m_*}\right)=\frac{m_*}{2\pi\hbar^2}\int_0 d\varepsilon\,D(E-\varepsilon).$$
If $D$ has decayed before $k$ reaches the largest value that propagates in the electrodes, the last integral is the same in both cases. The current is then reduced by the factor $m_b/m$, here 0.4. The double integral (3), with the full transmission, gives $4.3\times10^3$ A/cm², a factor 0.40. In this regime the transverse mass of the barrier, not that of the electrode, sets the prefactor.

The parameters of (f) are rough values for ultrathin aluminium oxide between aluminium films. Barrier height, thickness and mass of such oxides depend on preparation, and the current depends on them exponentially. The common transverse mass is not a realistic choice here: an oxide mass that is light along $x$ is probably light in the plane as well, which brings in the factor 0.4. The other estimates below each change one feature of the model in (f) and hold the rest fixed.

- The classical image force, with a rough optical permittivity of 3, lowers the barrier by 0.22 eV at its centre and by more near the metals. The classical form diverges at the metal surfaces, where it is not valid, so the barrier is cut off at the left band bottom. The current then rises 8.7 times. This factor depends on the cut-off and is only an order of magnitude. A barrier height fitted to data without the image force would already contain part of it.
- A Gaussian thickness spread with standard deviation 0.1 nm, in patches wide enough to conduct as independent flat junctions in parallel, raises the mean current 1.6 times, because thin places gain more than thick places lose.
- With a static permittivity of 9 and a screening length of 0.048 nm, linear screening puts 37 per cent of the bias inside the metals. The current changes by only 0.2 per cent. The loss is symmetric, so the mean barrier height is unchanged, and to first order in the tilt only this mean enters $\int\kappa\,dx$.

The mean field, $0.5\ \text{V}/1.5\ \text{nm}=3.3$ MV/cm, is a third of a rough breakdown field of 10 MV/cm; with the screening loss above, the field in the oxide is 2.1 MV/cm. Traps, inelastic tunnelling and the real band structure of the oxide are left out. The factors found here act in opposite directions and need not multiply independently, so for a real junction the current in (f) is good to an order of magnitude at best, even if the nominal height and thickness are right. The values used are collected in the numerical output.

## Numbers as computed

```
chemical potential above band bottom: 12.0 eV
barrier above chemical potential: 2.0 eV
thickness: 1.5 nm
normal barrier mass: 0.4 electron masses
bias: 0.5 V
temperature: 300 K
kT: 0.02585 eV
mu/kT: 464
prefactor e m/(2 pi^2 hbar^3): 1.6183e+10 A/cm2/eV2
Ex-mu (eV) | T | N (eV) | T*N (eV)
-1.50 | 9.635e-08 | 0.50000 | 4.817e-08
-1.00 | 3.770e-07 | 0.50000 | 1.885e-07
-0.50 | 1.634e-06 | 0.48208 | 7.878e-07
-0.25 | 3.569e-06 | 0.25000 | 8.922e-07
+0.00 | 8.103e-06 | 0.01792 | 1.452e-07
+0.10 | 1.139e-05 | 0.00053 | 6.089e-09
T*N peaks at Ex-mu: -0.317 eV
J at 0.1 V: 1.9364e+03 A/cm2
J at 0.3 V: 6.0038e+03 A/cm2
J at 0.5 V: 1.0682e+04 A/cm2
J at 0.5 V, sum over states: 1.0682e+04 A/cm2
shallow electrode, formula: 8.2009e+05 A/cm2
shallow electrode, states: 8.2009e+05 A/cm2
small-bias conductance: 1.9284e+04 S/cm2
resistance-area product: 5.1857e+03 ohm um2
largest relative T difference, left/right: 1.1e-06
largest error of cold N: 0.01792 eV
kT ln2: 0.01792 eV
open-barrier conductance, formula: 1.9419e+11 S/cm2
open-barrier conductance, count: 1.9423e+11 S/cm2
Richardson constant: 120.17 A/cm2/K2
mode-changing share, flat barrier: 1.1e-16
mode-changing share, corrugated: 0.170
J, isotropic barrier mass: 4.2609e+03 A/cm2
ratio isotropic/one-dimensional: 0.399
image permittivity (rough): 3
image lowering at mid-barrier: 0.222 eV
ratio with image force: 8.72
thickness spread, standard deviation: 0.1 nm
ratio with thickness spread: 1.62
static permittivity (rough): 9
screening length in metal: 0.0484 nm
bias share lost in both metals: 0.367
ratio with metal screening: 0.998
ratio J(400 K)/J(300 K): 1.0086
ratio J(100 K)/J(300 K): 0.9903
mean oxide field: 3.33 MV/cm
breakdown field (rough): 10 MV/cm
field/breakdown: 0.33
```
